# Choosing the broadening in decimation of surface Green's functions

## What the setting controls

A surface Green's function is evaluated at a complex energy $z=E+i\eta$, and the broadening $\eta>0$ is an input. Lopez Sancho decimation finds this function for a semi-infinite crystal by repeatedly removing every second layer. After $i$ steps it has produced the surface Green's function of a slab with $N=2^i$ layers, and the remaining error falls generically as

$$\|G_N-g\|\sim e^{-(\kappa_++\kappa_-)N},\qquad \kappa_\pm\simeq\frac{\eta}{|dE/dk|_\pm}\quad\text{(inside a band, small }\eta). \tag{1}$$

Here $g$ is the semi-infinite result, $k$ is the Bloch phase per layer, and $\kappa_+$ and $\kappa_-$ are the slowest decay constants per layer of waves decaying into the crystal and in the opposite direction. Halving $\eta$ inside a band therefore costs about one more step. At a quadratic band edge with no other band at the same energy it costs about half a step, and in a gap the number of steps stays bounded, except at the energy of a state bound to either face of the slab, where it grows very slowly.

The broadening also smears the spectrum. More steps remove the error in (1), but they do not remove the smearing.

## What one step does

The Hamiltonian is a one-electron (mean-field) matrix in an orthonormal basis. Layers $n=0,1,2,\dots$ have the same Hermitian block $H_0$, and layer $n$ couples to layer $n+1$ through $V$ and back through $V^\dagger$. If the interaction reaches further, several atomic layers are grouped into one block; $N$ and $k$ then refer to that thicker layer.

Let $G_{n0}$ be the block of $(z-H)^{-1}$ between layers $n$ and 0. With $\varepsilon_s=\varepsilon=H_0$, $\alpha=V$ and $\beta=V^\dagger$, the definition of the inverse gives

$$(z-\varepsilon_s)G_{00}=1+\alpha G_{10},\qquad (z-\varepsilon)G_{n0}=\beta G_{n-1,0}+\alpha G_{n+1,0}.$$

For odd $n$, solve the second equation using $\gamma=(z-\varepsilon)^{-1}$:

$$G_{n0}=\gamma(\beta G_{n-1,0}+\alpha G_{n+1,0}).$$

Inserting this into the equations for even $n$ leaves equations of the same form, with

$$\varepsilon_s'=\varepsilon_s+\alpha\gamma\beta,\quad \varepsilon'=\varepsilon+\alpha\gamma\beta+\beta\gamma\alpha,\quad \alpha'=\alpha\gamma\alpha,\quad \beta'=\beta\gamma\beta. \tag{2}$$

The surface block receives one correction because it has a neighbour on one side. The spacing of the retained layers doubles, so after $i$ steps they are layers $0,N,2N,\dots$ with $N=2^i$.

At that point $\varepsilon_s$ contains the effect of eliminating layers 1 to $N-1$, and of no others. Eliminating the same layers from an isolated slab of layers 0 to $N-1$ gives the same block. Hence $G_N=(z-\varepsilon_s)^{-1}$ is that slab's surface Green's function. What is neglected is the coupling $\alpha$ to layer $N$.

## The error in a solvable case

Take one orbital per layer, onsite energy zero and hopping $t>0$. Write

$$z=t(\lambda+\lambda^{-1}),\qquad \lambda=e^{ik},\qquad |\lambda|<1.$$

Such a root exists for $\eta>0$: the two roots have product 1, and $|\lambda|=1$ would make $z=2t\cos k$ real.

The determinant $p_N$ of $z-H$ for $N$ layers obeys $p_N=zp_{N-1}-t^2p_{N-2}$, with $p_0=1$ and $p_1=z$. The powers $(t\lambda)^N$ and $(t/\lambda)^N$ solve this recursion, and the starting values select

$$p_N=t^N\frac{\lambda^{-(N+1)}-\lambda^{N+1}}{\lambda^{-1}-\lambda}.$$

The surface element of the inverse is a cofactor divided by the determinant:

$$G_N=\frac{p_{N-1}}{p_N}=\frac{\lambda}{t}\,\frac{1-\lambda^{2N}}{1-\lambda^{2N+2}}.$$

Its limit is $g=\lambda/t$. Subtraction gives

$$g-G_N=\frac{\lambda}{t}\,\frac{\lambda^{2N}(1-\lambda^2)}{1-\lambda^{2N+2}}. \tag{3}$$

The exponent $2N$ describes a round trip: a wave runs to the missing layer and back. With $\kappa=-\ln|\lambda|$, the error falls as $e^{-2\kappa N}$. Since $N$ doubles, each late step squares this exponential factor.

For an absolute error target $\delta$, set the late-stage magnitude of (3) equal to $\delta$. This gives

$$i=\left\lceil\log_2\frac{\ln(A/\delta)}{2\kappa}\right\rceil,\qquad A=\frac{|\lambda(1-\lambda^2)|}{t}. \tag{4}$$

The denominator of (3) has been replaced by 1, which is justified once $|\lambda|^{2N}\ll1$. The formula applies when the logarithm's argument is at least 1.

## How the broadening sets the decay

**Inside the band.** At $\eta=0$ the energy is $E=2t\cos k_0$. A small $i\eta$ changes $k$ by $i\eta/(dE/dk)$. The decaying branch therefore has

$$\kappa\simeq\frac{\eta}{|dE/dk|}=\frac{\eta}{2t|\sin k_0|}. \tag{5}$$

**At the upper edge.** For $z=2t+i\eta$, the expansion $2t\cos k\simeq2t-tk^2$ gives $k^2=-i\eta/t$. The magnitude of $k$ is $\sqrt{\eta/t}$ and its phase is 45 degrees from the real axis, so $\kappa\simeq\sqrt{\eta/2t}$.

**Outside the band.** As $\eta\to0$, $|E|=2t\cosh\kappa$. The decay constant tends to $\operatorname{arccosh}(|E|/2t)$, which is not zero.

For $t=1$ eV and $\delta=10^{-8}$ eV$^{-1}$, running the recursion and comparing with $g=\lambda/t$ gives these first steps below the target:

| $\eta$ (eV) | $E=0.6$ eV | $E=2$ eV | $E=2.5$ eV |
|---|---|---|---|
| $10^{-1}$ | 8 | 6 | 4 |
| $10^{-3}$ | 15 | 9 | 4 |
| $10^{-5}$ | 21 | 12 | 4 |

Formula (4) gives the same integers. For $E=0.6$ eV and $\eta=10^{-3}$ eV, $|\sin k_0|=\sqrt{1-0.3^2}=0.954$, so

$$\kappa=\frac{10^{-3}}{1.908}=5.24\times10^{-4},\qquad A\simeq\frac{2|\sin k_0|}{t}=1.908\ \text{eV}^{-1}.$$

The required thickness is $\ln(1.908\times10^8)/(2\kappa)\simeq1.82\times10^4$ layers. Its base-two logarithm is 14.15, hence 15 steps and $N=32768$.

Lowering $\eta$ by 100 adds $\log_2100=6.6$ steps in the band, before rounding up. At the edge the length grows by 10, or 3.3 steps, slightly reduced because $A$ also falls as $\sqrt\eta$.

There is a direct physical reading. An isolated slab has standing waves at $k=j\pi/(N+1)$, with integer $j$, so its levels inside the band are spaced by roughly $\delta E=\pi|dE/dk|/N$. Equation (5) then gives $2\kappa N\simeq2\pi\eta/\delta E$. Convergence means that $\eta$ has merged the slab's discrete levels into a continuum. For $2\kappa N\simeq19$, as in the example, $\eta$ is about three level spacings.

## Why zero broadening fails inside a band

At $\eta=0$ inside the band, $|\lambda|=1$ and (3) has no decay. The effective parameters show what happens instead. Here $\alpha=\beta$; define $x=(z-\varepsilon)/\alpha$. From (2),

$$x'=\frac{z-\varepsilon-2\alpha^2/(z-\varepsilon)}{\alpha^2/(z-\varepsilon)}=x^2-2.$$

Since $x=2\cos k$ initially, each step doubles the angle, and $x=2\cos(Nk)$ after $i$ steps. The coupling obeys $\alpha'=\alpha/x$. Repeated use of $\sin2a=2\sin a\cos a$ yields

$$\alpha=t\,\frac{\sin k}{\sin(Nk)}. \tag{6}$$

For real $k$ this never falls below $t|\sin k|$ in magnitude. Moreover, every finite $G_N$ is real, whereas the limit $\eta\to0^+$ of $g$ has imaginary part $-\sqrt{4t^2-E^2}/(2t^2)$. At $E=0.6$ eV the error cannot be less than 0.954 eV$^{-1}$; the smallest value found in 25 steps is 0.9541 eV$^{-1}$.

Equation (6) also explains a stopping test based on the coupling. For $\eta>0$ and late steps, $|\alpha|\simeq t|\lambda|^{N-1}|1-\lambda^2|$. Comparing its square with (3) gives

$$|g-G_N|\simeq\frac{|\lambda|^3}{t^3|1-\lambda^2|}\,|\alpha|^2. \tag{7}$$

The error is quadratic in the coupling, but the factor multiplying it grows as $\eta^{-1/2}$ at a band edge. A coupling threshold is therefore not itself an error in $g$.

## Several orbitals per layer

Adding one layer on top of a slab gives $G_{N+1}=(z-H_0-VG_NV^\dagger)^{-1}$, and $g$ is the fixed point of this relation. Let $D_N=G_N-g$. The identity $X^{-1}-Y^{-1}=X^{-1}(Y-X)Y^{-1}$ gives

$$D_{N+1}=G_{N+1}V\,D_N\,V^\dagger g. \tag{8}$$

Each added layer thus multiplies the error by $G_{N+1}V$ on the left and $V^\dagger g$ on the right. As $G_N\to g$, the rates are set by the largest eigenvalues of $gV$ and $V^\dagger g$.

To identify them, use $z-H_0=g^{-1}+VgV^\dagger$ and factor the Bloch equation:

$$z-H_0-\lambda V-\lambda^{-1}V^\dagger=(g^{-1}-\lambda V)\,g\,(g^{-1}-\lambda^{-1}V^\dagger).$$

Multiplying out the right side confirms the equality. Its determinant vanishes when $\lambda$ is an eigenvalue of $gV^\dagger$, or when $1/\lambda$ is an eigenvalue of $gV$. The products $gV^\dagger$ and $V^\dagger g$ have the same nonzero eigenvalues. The first set describes waves decaying into the crystal, because $G_{n+1,0}=gV^\dagger G_{n0}$; the second describes decay in the opposite direction. Their slowest constants are $\kappa_+$ and $\kappa_-$, which proves the rate in (1) when the slowest modes enter the error with nonzero amplitude. The band argument behind (5) applies separately to each mode that becomes a propagating wave with nonzero band slope as $\eta\to0$.

The two speeds need not agree. Consider, in eV,

$$H_0=\begin{pmatrix}0&0.3+0.2i\\0.3-0.2i&1.5\end{pmatrix},\qquad V=\begin{pmatrix}1&0.2\\0.1i&0.5\end{pmatrix},$$

at $E=-0.7$ eV and $\eta=0.05$ eV. The Bloch equation gives $\kappa_+=0.02782$ and $\kappa_-=0.02700$, while $\eta$ divided by the band slopes, 1.797 and 1.851 eV, agrees with these values within 0.02 percent. The sum is 0.05482. Iterating layer by layer and comparing $\|D_N\|$ at $N=150$ and 350 also gives 0.05482 per layer.

## A bound without knowing the modes

A sufficient slab thickness follows from the bulk bandwidth alone. Starting at the surface, a product of Hamiltonian matrix elements needs $N$ hops to reach the missing layer and $N$ to return. The surface blocks of $H^m$ for the slab and half-space are therefore equal for $m\le2N-1$. Any polynomial of degree at most $2N-1$ cancels from $D_N$, so $\|D_N\|$ is at most twice the largest error of such a polynomial approximation to $1/(z-x)$ on an interval containing both spectra.

If the bulk spectrum lies in $[c-W,c+W]$, so do both truncated spectra, because their expectation values are also expectation values of the infinite crystal. Put $y=(x-c)/W$, $(z-c)/W=(q+q^{-1})/2$ with $|q|<1$, and $s=(q^{-1}-q)/2$. Summing two geometric series gives the Chebyshev expansion

$$\frac{1}{z-x}=\frac{1}{Ws}\left[1+2\sum_{m=1}^{\infty}q^mT_m(y)\right].$$

Since $|T_m(y)|\le1$ on the interval, dropping the terms with $m\ge2N$ yields

$$\|D_N\|\le\frac{4|q|^{2N}}{W|s|(1-|q|)},\qquad -\ln|q|\ge\operatorname{arcsinh}\frac{\eta}{W}. \tag{9}$$

For the last inequality write $q=e^{-\mu+i\phi}$. The imaginary part of $(q+q^{-1})/2$ is $-\sinh\mu\sin\phi$, so $\eta/W\le\sinh\mu$.

In the two-orbital model a scan of the bands gives $W\simeq2.43$ eV. At $N=128$ the actual error is $1.7\times10^{-3}$ eV$^{-1}$ and the bound is 0.22 eV$^{-1}$. The bound is useful as a guarantee, not as an estimate. For a reconstructed top layer, start $\varepsilon_s$ from its own block; the bound still holds if the interval is widened to contain the altered spectra.

## A dangling bond and its electrons

Let each layer contain an anion orbital at $-\Delta$ and a cation orbital at $+\Delta$. Their coupling is $u$ within a layer and $w>u>0$ from a cation to the next anion. The top anion has lost its stronger bond.

A state on anions alone has energy $-\Delta$ if the amplitude arriving at every cation vanishes: $ua_n+wa_{n+1}=0$. Hence $a_n=(-u/w)^na_0$, and normalization gives top-orbital weight

$$P=|a_0|^2=1-(u/w)^2.$$

In a finite slab the last cation has no anion below it, so this cancellation fails there. Let $Q$ be the matrix of couplings from cations to anions. The eigenvalue equations $(E+\Delta)a=Qb$ and $(E-\Delta)b=Q^\dagger a$ combine to $(E^2-\Delta^2)a=QQ^\dagger a$. The surface level is thus $E=-\sqrt{\Delta^2+\sigma^2}$, where $\sigma$ is the smallest singular value of $Q$.

Since $Q$ has $u$ on its diagonal and $w$ just below, the elements of $Q^{-1}$ are $u^{-1}(-w/u)^{n-m}$ for $n\ge m$ and zero otherwise. For a thick slab its norm is dominated by the lower-left corner. Extending the same expression to all $n,m$ adds relatively negligible elements and makes the matrix an outer product, whose norm tends to $(w/u)^{N-1}/(uP)$. Therefore $\sigma\simeq uP(u/w)^{N-1}$, and the level shift is

$$\xi_N\simeq-\frac{\sigma^2}{2\Delta}=-\frac{(uP)^2}{2\Delta}\left(\frac uw\right)^{2N-2}. \tag{10}$$

At $z=-\Delta+i\eta$ the top-anion element is approximately $P/(i\eta)$ for the half-space and $P/(i\eta-\xi_N)$ for the slab. Their relative difference is $|\xi_N|/\eta$ when the shift is small compared with $\eta$ and $\eta$ is small compared with the distance to the nearest band edge. The thickness needed grows as $\ln(1/\eta)$, and the number of doublings as $\log_2\ln(1/\eta)$. A fixed absolute target is stricter, since the absolute error is about $P|\xi_N|/\eta^2$, but it gives the same slow form of growth.

The lower face of the slab has its own state near $+\Delta$, on the cations. The half-space has no such state, yet at that energy too the number of steps grows slowly as $\eta$ falls, because the slab's extra level must be made invisible from the top.

For $\Delta=u=1$ eV and $w=2$ eV, $P=0.75$. With eight layers (10) gives $-1.717\times10^{-5}$ eV, as does diagonalization to these digits. A relative error below $10^{-6}$ at the pole takes 4 steps for $\eta=10^{-2}$ eV and 5 for $\eta=10^{-6}$ eV.

Electron counting does not require a small $\eta$ on the real axis. For a level at $e$,

$$\int_0^\infty\operatorname{Re}\frac{1}{\mu-e+iy}\,dy=\int_0^\infty\frac{\mu-e}{(\mu-e)^2+y^2}\,dy=\frac{\pi}{2}\operatorname{sgn}(\mu-e).$$

Summing over levels with their weights on a chosen orbital gives its zero-temperature occupation per spin:

$$n=\frac12+\frac1\pi\int_0^\infty\operatorname{Re}G(\mu+iy)\,dy. \tag{11}$$

Here $y$ plays the part of the broadening, and with $\mu$ in a gap the decay remains finite even as $y\to0$.

The valence band of the example ends at $-\sqrt{\Delta^2+(w-u)^2}=-1.414$ eV. At $\mu=0$ the dangling bond is filled; at $\mu=-1.2$ eV it is empty while the valence band stays full. Gauss-Legendre integration of (11) with 60 points gives 1.869 and 0.369 electrons in the top orbital, both spins included. At every point, at most 4 and 5 steps respectively bring $G$ within $10^{-8}$ eV$^{-1}$ of its 12-step value.

The difference is 1.500 electrons, equal to $2P$. The complete dangling bond holds 2; the other 0.5 lies on deeper anions. A top-orbital projection must not be read as the electron count of the whole surface state.

## Choosing the value

First choose $\eta$ for the spectral accuracy required. In the chain, $g=[z-\sqrt{z^2-4t^2}]/(2t^2)$. Inside the band the square root is imaginary at real energy, so $\operatorname{Re}(dg/dE)=1/(2t^2)$. Since $g(E+i\eta)\simeq g(E)+i\eta\,dg/dE$, the surface density of states $-\operatorname{Im}g/\pi$ changes by $-\eta/(2\pi t^2)$. For $E=0.6$ eV and $\eta=10^{-3}$ eV this is $-1.59\times10^{-4}$ eV$^{-1}$, or 0.05 percent of the unbroadened 0.304 eV$^{-1}$. At the edge the true density is zero but the broadened one is about $\sqrt{\eta/2t}/(\pi t)$ for small $\eta$, so edges need a smaller $\eta$ than band interiors.

Then set the step limit from the slowest decay in the energy window. Away from the energies of states bound to either face, (4) with $2\kappa$ replaced by $\kappa_++\kappa_-$, and $A$ by the inverse of a typical hopping, serves as an estimate; (9) is a guarantee everywhere for the thickness error in exact arithmetic. If $\eta$ is halved, allow one more step. Once the thickness error is negligible, any remaining change with $\eta$ is smearing, apart from the rounding error described below. Close agreement between successive steps does not by itself show that this point has been reached. At the centre of the chain's band, $E=0$, a slab with even $N$ has $|G_N|\simeq\eta N/(2t^2)$ as long as $\eta N\ll t$. For $t=1$ eV and $\eta=10^{-6}$ eV, the results from 2 to 256 layers therefore all lie below $2\times10^{-4}$ eV$^{-1}$, while $|g|\simeq1$ eV$^{-1}$.

Rounding sets a separate limit that more steps do not remove. Where $x=2\cos(Nk)$ nearly vanishes at some step, as at $E=0$ or $E=\sqrt2\,t$ in the chain, $\gamma$ is of order $1/\eta$ and large terms must cancel in later steps. For $t=1$ eV at $E=0$, double-precision decimation levels off at an error of about $4\times10^{-9}$, $4\times10^{-6}$ and 0.5 eV$^{-1}$ for $\eta=10^{-4}$, $10^{-6}$ and $10^{-8}$ eV; the exact figures depend on the order of operations. At $E=0.6$ eV the error stays near $10^{-14}$ eV$^{-1}$ or below over the same range. A very small $\eta$ can therefore put a tight target out of reach at such energies.

For spectra, keep $\eta$ finite and judge it against the features to be resolved. For occupations, use the vertical line. If $\mu$ lies inside a band, (5) applies with $\eta$ replaced by $y$, and the lowest integration point sets the largest number of steps.

Numerical values quoted here were computed with a short program.
